# In-plane isotropy of piezoresistance in (001) silicon under equal biaxial stress: test program

```python
"""
Result under test: for equal in-plane stress s on (001) silicon, the relative
resistivity change is (pi11 + pi12)*s for every in-plane current direction.
Uniaxial [110] stress with current along [110] gives (pi11+pi12+pi44)*s/2.
Symbols: pi11, pi12, pi44 = piezoresistance constants on the crystal axes;
C11, C12, C44 = elastic stiffnesses; S12 = elastic compliance.
Tension is positive. Coefficients are in units of 1e-11/Pa unless stated.
An independent microscopic model (four-band valence states with strain,
Boltzmann statistics, constant relaxation time, fixed hole density) tests the
tensor law. It omits the split-off band and changes in scattering.
"""
import itertools
import numpy as np
from scipy import constants as const

UNIT = 1e-11


def cubic_tensor(a11, a12, a44):
    """Rank-4 tensor whose shear response is out_yz = a44 * in_yz."""
    t = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            t[i, i, j, j] = a11 if i == j else a12
            if i != j:
                t[i, j, i, j] = t[i, j, j, i] = a44 / 2
    return t


def respond(tensor, stress):
    return np.einsum('ijkl,kl->ij', tensor, stress)


def along(matrix, n):
    return n @ matrix @ n


# Cubic symmetry: average an arbitrary tensor over all 48 operations.
rng = np.random.default_rng(4)
raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)
average = np.zeros_like(raw)
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(perm)]
        average += np.einsum('ia,jb,kc,ld,abcd->ijkl', g, g, g, g, raw,
                             optimize=True) / 48
rebuilt = cubic_tensor(average[0, 0, 0, 0], average[0, 0, 1, 1],
                       2 * average[0, 1, 0, 1])
assert np.allclose(average, rebuilt, atol=1e-12)

# Rough typical inputs for lightly doped p-type silicon near 300 K.
pi11, pi12, pi44 = 6.6, -1.1, 140.0
C11, C12, C44 = 170e9, 64e9, 80e9
T = 300.0
stress_size = 100e6
piezo = cubic_tensor(pi11, pi12, pi44)
x_axis, y_axis, z_axis = np.eye(3)
n110 = np.array([1, 1, 0]) / np.sqrt(2)
m110 = np.array([1, -1, 0]) / np.sqrt(2)
biaxial = np.diag([1.0, 1.0, 0.0])
uniaxial110 = np.outer(n110, n110)

angles = np.radians(np.linspace(0, 180, 37))
directions = np.array([np.cos(angles), np.sin(angles), 0 * angles]).T
bi_response = respond(piezo, biaxial)
uni_response = respond(piezo, uniaxial110)
bi_angles = np.array([along(bi_response, n) for n in directions])
uni_angles = np.array([along(uni_response, n) for n in directions])
bi_coef = pi11 + pi12
long110 = (pi11 + pi12 + pi44) / 2
trans110 = (pi11 + pi12 - pi44) / 2
assert np.allclose(bi_angles, bi_coef, atol=1e-11)
assert np.isclose(along(uni_response, n110), long110)
assert np.isclose(along(uni_response, m110), trans110)
assert np.isclose(along(bi_response, z_axis), 2 * pi12)
ratio = long110 / bi_coef

# Elastic strain and the change of shape of a bar.
stiff = np.full((3, 3), C12) + np.eye(3) * (C11 - C12)
compliance = np.linalg.inv(stiff)
S11, S12 = compliance[0, 0], compliance[0, 1]
elastic = cubic_tensor(S11, S12, 1 / (2 * C44))


def shape_term(stress, length_dir, width_dir):
    """Relative change of L/(w t) from finite changes of the dimensions."""
    step = 1e5
    e = respond(elastic, stress * step)
    factor = (1 + along(e, length_dir)) / (
        (1 + along(e, width_dir)) * (1 + along(e, z_axis)))
    return (factor - 1) / step / UNIT


geo_bi = shape_term(biaxial, n110, m110)
geo_bi_x = shape_term(biaxial, x_axis, y_axis)
geo_110 = shape_term(uniaxial110, n110, m110)
assert np.isclose(geo_bi, -2 * S12 / UNIT, rtol=1e-4)
assert np.isclose(geo_bi, geo_bi_x, rtol=1e-6)
ratio_resistance = (long110 + geo_110) / (bi_coef + geo_bi)

# Microscopic test. Energies in kT, wave vectors in sqrt(2 m0 kT)/hbar.
g1, g2, g3 = 4.3, 0.34, 1.4          # rough valence-band parameters
b_abs, d_abs = 2.1, 4.9              # rough deformation potentials, eV
kT = const.k * T / const.e
xr, wr = np.polynomial.legendre.leggauss(60)
radius, wr = 2 * (xr + 1), 2 * wr
xc, wc = np.polynomial.legendre.leggauss(40)
cosine, wc = (xc + 1) / 2, wc / 2
# 122 is not a multiple of four: the mesh itself has no fourfold axis.
azimuth = 2 * np.pi * (np.arange(122) + 0.3) / 122
R, CT, PH = np.meshgrid(radius, cosine, azimuth, indexing='ij')
ST = np.sqrt(1 - CT**2)
kx, ky, kz = [a.ravel() for a in
              (R * ST * np.cos(PH), R * ST * np.sin(PH), R * CT)]
weight = (wr[:, None, None] * wc[None, :, None] * R**2).ravel()
zero = np.zeros_like(kx)
r3 = np.sqrt(3)
band_vec = np.array([2*r3*g3*ky*kz, 2*r3*g3*kx*kz, 2*r3*g3*kx*ky,
                     r3*g2*(kx**2-ky**2), g2*(2*kz**2-kx**2-ky**2)])
band_grad = np.array([
    [zero, 2*r3*g3*kz, 2*r3*g3*ky],
    [2*r3*g3*kz, zero, 2*r3*g3*kx],
    [2*r3*g3*ky, 2*r3*g3*kx, zero],
    [2*r3*g2*kx, -2*r3*g2*ky, zero],
    [-2*g2*kx, -2*g2*ky, 4*g2*kz]])
mean_energy = g1 * (kx**2 + ky**2 + kz**2)
mean_grad = 2 * g1 * np.array([kx, ky, kz])


def model_resistivity(stress):
    e = respond(elastic, stress)
    shift = np.array([d_abs*e[1, 2], d_abs*e[0, 2], d_abs*e[0, 1],
                      r3/2*b_abs*(e[0, 0]-e[1, 1]),
                      b_abs/2*(2*e[2, 2]-e[0, 0]-e[1, 1])]) / kT
    vec = band_vec + shift[:, None]
    size = np.sqrt((vec**2).sum(axis=0))
    size_grad = (vec[:, None, :] * band_grad).sum(axis=0) / size
    number, flow = 0.0, np.zeros((3, 3))
    for sign in (-1, 1):
        occupation = weight * np.exp(-(mean_energy + sign * size))
        velocity = mean_grad + sign * size_grad
        number += occupation.sum()
        flow += (occupation * velocity) @ velocity.T
    return np.linalg.inv(flow / number)


rho0 = np.trace(model_resistivity(np.zeros((3, 3)))) / 3


def model_coef(stress):
    h = 0.5e6
    diff = model_resistivity(h * stress) - model_resistivity(-h * stress)
    return diff / (2 * h * rho0 * UNIT)


m_x = model_coef(np.diag([1.0, 0.0, 0.0]))
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 1.0
m44 = model_coef(shear)[0, 1]
m11, m12 = m_x[0, 0], m_x[1, 1]
m_bi = model_coef(biaxial)
m_110 = along(model_coef(uniaxial110), n110)
# One percent allows for higher powers of stress and quadrature error.
scale = abs(m11) + abs(m12)
assert abs(m_bi[0, 0] - (m11 + m12)) < 0.01 * scale
assert abs(m_bi[1, 1] - (m11 + m12)) < 0.01 * scale
assert abs(m_110 - (m11 + m12 + m44) / 2) < 0.01 * abs(m_110)

# Isotropy must survive a large equal stress, but not a uniaxial one.
big_bi = model_resistivity(1e9 * biaxial) / rho0
big_uni = model_resistivity(1e9 * uniaxial110) / rho0
spread_bi = max(abs(big_bi[0, 0] - big_bi[1, 1]), 2 * abs(big_bi[0, 1]))
spread_uni = abs(along(big_uni, n110) - along(big_uni, m110))
assert spread_bi < 1e-5
assert spread_uni > 0.1


def even_part(stress, n):
    plus = along(model_resistivity(stress_size * stress), n)
    minus = along(model_resistivity(-stress_size * stress), n)
    return (plus + minus) / (2 * rho0) - 1


even_bi, even_110 = even_part(biaxial, x_axis), even_part(uniaxial110, n110)


def plane_range(normal):
    normal = np.array(normal, float) / np.linalg.norm(normal)
    first = np.cross(normal, [0.3, -0.5, 0.8])
    first /= np.linalg.norm(first)
    second = np.cross(normal, first)
    change = respond(piezo, np.eye(3) - np.outer(normal, normal))
    block = np.array([[first @ change @ first, first @ change @ second],
                      [second @ change @ first, second @ change @ second]])
    return np.linalg.eigvalsh(block)


range110 = plane_range([1, 1, 0])
tilt = np.radians(1.0)
range_tilt = plane_range(np.cos(tilt) * z_axis + np.sin(tilt) * n110)
assert range110[1] > 5 * range110[0]

# Stress imbalance that doubles the response for current along [110].
imbalance = 2 * bi_coef / pi44
unequal = ((1 + imbalance / 2) * np.outer(n110, n110)
           + (1 - imbalance / 2) * np.outer(m110, m110))
assert np.isclose(along(respond(piezo, unequal), n110), 2 * bi_coef)

# Resistor example; mobility, exponent and velocity are rough inputs.
length_um, width_um, thick_um = 100.0, 10.0, 1.0
holes, mobility, voltage = 1e17, 300.0, 1.0
temp_exponent, sat_velocity, split_off = 2.0, 1e7, 0.044
resistance = (length_um * 1e-4) / (const.e * holes * mobility
                                  * width_um * thick_um * 1e-8)
d_bi = bi_coef * UNIT * stress_size
d_110 = long110 * UNIT * stress_size
dR_bi = (bi_coef + geo_bi) * UNIT * stress_size
dR_110 = (long110 + geo_110) * UNIT * stress_size
drift = temp_exponent / T
field = voltage / (length_um * 1e-4)
Nv = 2 * (2*np.pi*const.m_e*const.k*T / const.h**2)**1.5 * 1e-6
degeneracy = holes / (2**1.5 * Nv)
ratio_low = (1 + pi44 / (bi_coef + 2)) / 2
ratio_high = (1 + pi44 / (bi_coef - 2)) / 2

U = "1e-11/Pa"
print(f"Rough inputs pi11, pi12, pi44: {pi11}, {pi12}, {pi44} {U}")
print(f"Rough C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"Temperature: {T:.0f} K; stress: {stress_size/1e6:.0f} MPa")
print(f"Biaxial resistivity coefficient: {bi_coef:.2f} {U}")
print(f"Uniaxial [110], longitudinal: {long110:.2f} {U}")
print(f"Uniaxial [110], transverse: {trans110:.2f} {U}")
print(f"Biaxial stress, current along [001]: {2*pi12:.2f} {U}")
print("Angle from [100] (deg), biaxial, uniaxial [110] coefficient", U)
for index in (0, 6, 9, 18, 27):
    print(f"  {np.degrees(angles[index]):5.0f} {bi_angles[index]:8.2f}"
          f" {uni_angles[index]:8.2f}")
print(f"Ratio of resistivity coefficients: {ratio:.2f}")
print(f"Ratio if pi11+pi12 is larger by 2 {U}: {ratio_low:.1f}")
print(f"Ratio if pi11+pi12 is smaller by 2 {U}: {ratio_high:.1f}")
print(f"Compliance S12: {S12/UNIT:.3f} {U}")
print(f"Geometric term, biaxial: {geo_bi:.3f} {U}")
print(f"Geometric term, uniaxial [110]: {geo_110:.3f} {U}")
print(f"Ratio of resistance coefficients: {ratio_resistance:.2f}")
print(f"Resistor L, w, t: {length_um:.0f}, {width_um:.0f}, {thick_um:.0f} um")
print(f"Hole density: {holes:.1e} cm^-3; rough mobility: {mobility:.0f} cm2/Vs")
print(f"Unstressed resistance: {resistance/1e3:.2f} kohm")
print(f"Resistivity change, biaxial: {100*d_bi:.3f} %")
print(f"Resistivity change, uniaxial [110]: {100*d_110:.3f} %")
print(f"Resistance change, biaxial: {100*dR_bi:.3f} %, "
      f"{resistance*dR_bi:.0f} ohm")
print(f"Resistance change, uniaxial [110]: {100*dR_110:.3f} %, "
      f"{resistance*dR_110:.0f} ohm")
print(f"Stress imbalance doubling biaxial effect: {100*imbalance:.2f} %")
print(f"Equal stress on (110), min and max: {range110[0]:.2f}, "
      f"{range110[1]:.2f} {U}")
print(f"(001) miscut by 1 deg, min and max: {range_tilt[0]:.3f}, "
      f"{range_tilt[1]:.3f} {U}")
print(f"Thermal drift (rough exponent {temp_exponent:.0f}): {100*drift:.2f} %/K")
print(f"Warming that matches biaxial resistivity change: {d_bi/drift:.2f} K")
print(f"Field at {voltage:.0f} V: {field:.0f} V/cm; mobility*field/"
      f"saturation velocity: {100*mobility*field/sat_velocity:.2f} %")
print(f"Degeneracy correction (hole mass taken as m0): {100*degeneracy:.2f} %")
print(f"Model gamma1, gamma2, gamma3: {g1}, {g2}, {g3}")
print(f"Model |b|, |d|: {b_abs}, {d_abs} eV")
print(f"Model pi11, pi12, pi44: {m11:.2f}, {m12:.2f}, {m44:.2f} {U}")
print(f"Model biaxial, direct: {m_bi[0,0]:.3f}; from sum: {m11+m12:.3f} {U}")
print(f"Model [110], direct: {m_110:.3f}; from formula: "
      f"{(m11+m12+m44)/2:.3f} {U}")
print(f"Model in-plane spread at 1 GPa, biaxial: {spread_bi:.1e} of rho0")
print(f"Model in-plane spread at 1 GPa, uniaxial: {spread_uni:.3f} of rho0")
print(f"Model even-order change at {stress_size/1e6:.0f} MPa, biaxial: "
      f"{100*even_bi:.4f} %")
print(f"Model even-order change at {stress_size/1e6:.0f} MPa, [110]: "
      f"{100*even_110:.4f} %")
print(f"Omitted split-off band, Boltzmann factor (rough {split_off*1e3:.0f} meV): "
      f"{np.exp(-split_off/kT):.2f}")
print("checks complete")
```

Printed output:

```
Rough inputs pi11, pi12, pi44: 6.6, -1.1, 140.0 1e-11/Pa
Rough C11, C12, C44: 170, 64, 80 GPa
Temperature: 300 K; stress: 100 MPa
Biaxial resistivity coefficient: 5.50 1e-11/Pa
Uniaxial [110], longitudinal: 72.75 1e-11/Pa
Uniaxial [110], transverse: -67.25 1e-11/Pa
Biaxial stress, current along [001]: -2.20 1e-11/Pa
Angle from [100] (deg), biaxial, uniaxial [110] coefficient 1e-11/Pa
      0     5.50     2.75
     30     5.50    63.37
     45     5.50    72.75
     90     5.50     2.75
    135     5.50   -67.25
Ratio of resistivity coefficients: 13.23
Ratio if pi11+pi12 is larger by 2 1e-11/Pa: 9.8
Ratio if pi11+pi12 is smaller by 2 1e-11/Pa: 20.5
Compliance S12: -0.203 1e-11/Pa
Geometric term, biaxial: 0.405 1e-11/Pa
Geometric term, uniaxial [110]: 0.828 1e-11/Pa
Ratio of resistance coefficients: 12.46
Resistor L, w, t: 100, 10, 1 um
Hole density: 1.0e+17 cm^-3; rough mobility: 300 cm2/Vs
Unstressed resistance: 20.81 kohm
Resistivity change, biaxial: 0.550 %
Resistivity change, uniaxial [110]: 7.275 %
Resistance change, biaxial: 0.591 %, 123 ohm
Resistance change, uniaxial [110]: 7.358 %, 1531 ohm
Stress imbalance doubling biaxial effect: 7.86 %
Equal stress on (110), min and max: 5.50, 71.65 1e-11/Pa
(001) miscut by 1 deg, min and max: 5.520, 5.560 1e-11/Pa
Thermal drift (rough exponent 2): 0.67 %/K
Warming that matches biaxial resistivity change: 0.82 K
Field at 1 V: 100 V/cm; mobility*field/saturation velocity: 0.30 %
Degeneracy correction (hole mass taken as m0): 0.14 %
Model gamma1, gamma2, gamma3: 4.3, 0.34, 1.4
Model |b|, |d|: 2.1, 4.9 eV
Model pi11, pi12, pi44: -6.30, 3.15, 33.53 1e-11/Pa
Model biaxial, direct: -3.150; from sum: -3.150 1e-11/Pa
Model [110], direct: 15.189; from formula: 15.190 1e-11/Pa
Model in-plane spread at 1 GPa, biaxial: 9.8e-15 of rho0
Model in-plane spread at 1 GPa, uniaxial: 0.450 of rho0
Model even-order change at 100 MPa, biaxial: 0.3718 %
Model even-order change at 100 MPa, [110]: 0.1898 %
Omitted split-off band, Boltzmann factor (rough 44 meV): 0.18
checks complete
```
